# Why equal voltage-time pulses switch unequal polarization in a ferroelectric capacitor: test program

```python
"""
Result under test: pulses of equal voltage-duration product do not in general
switch equal polarization when the switching time obeys the Merz law
    tau(E) = tau0 * exp(Ea / E),   F = 1 - exp(-t / tau(E)).
E: field (MV/cm), t: pulse duration (ns), Ea: activation field (MV/cm),
tau0: time prefactor (ns), F: switched fraction, 2*Pr*F: switched polarization.
For E < Ea the stronger, shorter pulse of equal product switches more.
Material parameters are rough values typical of hafnia-zirconia capacitors.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(7)
Ea, tau0 = 15.0, 1.0              # MV/cm, ns
thickness = 10.0                  # nm
Pr = 0.20                         # C/m^2, equal to 20 uC/cm2
eps_film = 30.0
T_room, T_hot = 300.0, 358.0      # K
MV_CM = 1e8                       # V/m in one MV/cm
TO_UC = 100.0                     # uC/cm2 in one C/m^2
volts = np.array([3.0, 2.0, 1.5])
product = 600.0                   # V ns
times = product / volts
fields = 10.0 * volts / thickness


def rate(E, activation=Ea):
    """Merz switching rate in 1/ns; zero without a forward field."""
    return np.exp(-activation / E) / tau0 if E > 1e-2 else 0.0


def fraction(E, t, activation=Ea):
    return -np.expm1(-t * np.exp(-activation / E) / tau0)


def integrate_fraction(E_of_F, t):
    """Solve dF/dt = (1-F)*rate, the field possibly depending on F."""
    sol = solve_ivp(lambda s, y: [(1 - y[0]) * rate(E_of_F(y[0]))],
                    (0, t), [0.0], method="DOP853", rtol=1e-11, atol=1e-14)
    assert sol.success
    return sol.y[0, -1]


def simulate_grains(grain_rate, t, grains=1_000_000, steps=2000):
    """Random switching of independent grains in short time steps."""
    left = grains
    for _ in range(steps):
        left -= rng.binomial(left, grain_rate * t / steps)
    return 1 - left / grains


def show(label, values, unit="", digits=4):
    text = " ".join(f"{v:.{digits}g}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


# Nucleation barrier: numerical maximum of the disc energy against Ea/E.
step_height = 0.5e-9
kT = const.k * T_room
wall_energy = np.sqrt(2 * Pr * kT * Ea * MV_CM / (np.pi * step_height))
Ea_hot = Ea * T_room / T_hot
barriers, radii = [], []
for E in fields:
    def disc_energy(r_nm):
        r = r_nm * 1e-9
        return (2 * np.pi * r * step_height * wall_energy
                - 2 * Pr * E * MV_CM * np.pi * r**2 * step_height) / kT
    top = minimize_scalar(lambda r: -disc_energy(r), bounds=(1e-3, 5),
                          method="bounded", options={"xatol": 1e-9})
    assert abs(-top.fun - Ea / E) < 1e-6 * Ea / E
    assert abs(-top.fun * T_room / T_hot - Ea_hot / E) < 1e-5
    assert abs(top.x * 1e-9 / (wall_energy / (2 * Pr * E * MV_CM)) - 1) < 1e-4
    barriers.append(-top.fun * kT / const.e)
    radii.append(top.x)

# Switched fraction: random grains and the rate equation against the formula.
F = fraction(fields, times)
dose = times * np.exp(-Ea / fields) / tau0
simulated, linear_sim = [], []
linear_coefficient = rate(fields[0]) / fields[0]
for E, t, f, x in zip(fields, times, F, dose):
    got = simulate_grains(rate(E), t)
    assert abs(got - f) < 5 * np.sqrt(f * (1 - f) / 1e6) + x * x / 2000
    simulated.append(got)
    assert abs(integrate_fraction(lambda y: E, t) - f) < 1e-9
    linear_sim.append(simulate_grains(linear_coefficient * E, t))
assert np.ptp(linear_sim) < 0.004          # a linear rate obeys the product rule
assert F[0] > F[1] > F[2] and F[0] > 10 * F[2]

# Sensitivity ratio for an arbitrary smooth switching function.
e, s, a, s0 = sp.symbols("e s a s0", positive=True)
Phi = sp.Function("Phi")
generic = Phi(s * sp.exp(-a / e) / s0)
ratio = (e * sp.diff(generic, e)) / (s * sp.diff(generic, s))
assert sp.simplify(ratio.doit() - a / e) == 0

# Logarithmic sensitivities from the integrated rate equation.
h = 1e-3
slope_t, slope_E = [], []
for E, t, x in zip(fields, times, dose):
    def log_F(E_now, t_now):
        return np.log(integrate_fraction(lambda y: E_now, t_now))
    dt = (log_F(E, t * np.exp(h)) - log_F(E, t * np.exp(-h))) / (2 * h)
    dE = (log_F(E * np.exp(h), t) - log_F(E * np.exp(-h), t)) / (2 * h)
    assert abs(dt - x / np.expm1(x)) < 1e-4
    assert abs(dE - Ea / E * x / np.expm1(x)) < 1e-3
    slope_t.append(dt)
    slope_E.append(dE)

# Dose at fixed product: numerical maximum, and a tie across it.
def log_dose(E):
    return np.log(product / E * rate(E))


best = minimize_scalar(lambda E: -log_dose(E), bounds=(2, 60), method="bounded")
assert abs(best.x - Ea) < 1e-3
tie_low = 10.0
tie_high = brentq(lambda E: log_dose(E) - log_dose(tie_low), Ea, 100)
assert tie_high > Ea

# Duration that the weakest pulse needs to match the strongest.
needed = times[0] * np.exp(Ea * (1 / fields[2] - 1 / fields[0]))
assert abs(integrate_fraction(lambda y: fields[2], needed) - F[0]) < 1e-8

# Neglected effect: Gaussian spread of activation fields among grains.
spread = 2.0
grid = np.linspace(Ea - 5 * spread, Ea + 5 * spread, 4001)
weights = np.exp(-0.5 * ((grid - Ea) / spread) ** 2)
weights /= weights.sum()


def spread_fraction(E, t):
    return np.sum(weights * fraction(E, t, grid))


F_spread = np.array([spread_fraction(E, t) for E, t in zip(fields, times)])
mean_active, spread_slope = [], []
for E, t, f in zip(fields, times, F_spread):
    dt = (spread_fraction(E, t * np.exp(h))
          - spread_fraction(E, t * np.exp(-h))) / (2 * h)
    dE = (spread_fraction(E * np.exp(h), t)
          - spread_fraction(E * np.exp(-h), t)) / (2 * h)
    x = t * np.exp(-grid / E) / tau0
    active = weights * x * np.exp(-x)
    mean = np.sum(active * grid) / np.sum(active)
    assert abs(dE / dt - mean / E) < 1e-3 * mean / E
    mean_active.append(mean)
    spread_slope.append(dt / f)
assert grid[0] > fields.max()

# Neglected effect: series resistance and charging of the capacitor.
side, resistance = 10e-6, 100.0            # m, ohm
capacitance = const.epsilon_0 * eps_film * side**2 / (thickness * 1e-9)
RC = resistance * capacitance * 1e9        # ns
switch_volts = 2 * Pr * side**2 / capacitance


def circuit_fraction(V, t):
    state, largest_drop = [0.0, 0.0], 0.0
    for source, span in ((V, t), (0.0, 20 * RC)):
        def slope(_, y, source=source):
            dF = (1 - y[1]) * rate(10 * y[0] / thickness)
            return [(source - y[0]) / RC - switch_volts * dF, dF]
        sol = solve_ivp(slope, (0, span), state, method="Radau",
                        rtol=1e-8, atol=1e-11)
        assert sol.success
        if source > 0:
            settled = sol.t > 10 * RC
            largest_drop = np.max(V - sol.y[0][settled])
        state = sol.y[:, -1]
    return state[1], largest_drop


circuit = np.array([circuit_fraction(V, t) for V, t in zip(volts, times)])
F_circuit, drops = circuit.T

# Neglected effect: unscreened interface layer inside the same total thickness.
d_i, eps_i = 0.5, 30.0


def film_field(V, P, di=d_i, ei=eps_i):
    top = V - di * 1e-9 * P / (const.epsilon_0 * ei)
    return top / ((thickness - di + di * eps_film / ei) * 1e-9) / MV_CM


for P, ei in ((-Pr, 12.0), (0.5 * Pr, 45.0)):   # Gauss law plus voltage sum
    matrix = np.array([[thickness - d_i, d_i], [eps_film, -ei]])
    right = np.array([3.0 * 1e9, -P / const.epsilon_0])
    solved = np.linalg.solve(matrix, right)[0] / MV_CM
    assert abs(solved - film_field(3.0, P, d_i, ei)) < 1e-9
F_layer = np.array([integrate_fraction(
    lambda y, V=V: film_field(V, Pr * (2 * y - 1)), t)
    for V, t in zip(volts, times)])

# Neglected effect: temperature of use, with Ea inversely proportional to T.
F_hot = fraction(fields, times, Ea_hot)
for changed in (F_spread, F_circuit, F_layer, F_hot):
    assert changed[0] > changed[1] > changed[2]

# Neglected effect: tunnelling of electrons through an ideal barrier at 3 V.
barrier_eV, mass_ratio = 2.0, 0.2
force = const.e * fields[0] * MV_CM
mass = mass_ratio * const.m_e


def wkb_exponent(height):
    return 4 * np.sqrt(2 * mass) * height**1.5 / (3 * const.hbar * force)


height = barrier_eV * const.e
length = height / force
direct = quad(lambda z: 2 * np.sqrt(2 * mass * height * (1 - z)) / const.hbar,
              0, 1)[0] * length
assert abs(direct / wkb_exponent(height) - 1) < 1e-6
energy = np.linspace(-0.9, barrier_eV, 20001) * const.e
supply = kT * np.logaddexp(0, -energy / kT)
integrand = supply * np.exp(-wkb_exponent(np.maximum(height - energy, 0)))
current = (const.e * const.m_e / (2 * np.pi**2 * const.hbar**3)
           * np.sum((integrand[1:] + integrand[:-1]) / 2 * np.diff(energy)))
tunnel_charge = current * times[0] * 1e-9 * TO_UC
assert tunnel_charge < 1e-3 * 2 * Pr * F[0] * TO_UC
breakdown = 4.0                            # MV/cm, rough
assert fields.max() < breakdown < Ea

two_Pr = 2 * Pr * TO_UC
print("Lists: pulses in the order 3 V, 2 V, 1.5 V")
show("Film thickness", thickness, "nm")
show("Remanent polarization Pr", Pr * TO_UC, "uC/cm2")
show("Activation field Ea", Ea, "MV/cm")
show("Time prefactor tau0", tau0, "ns")
show("Common product", product, "V ns")
show("Durations", times, "ns")
show("Fields", fields, "MV/cm")
show("Nucleus step height", step_height * 1e9, "nm")
show("Nucleus wall energy", wall_energy * 1e3, "mJ/m2")
show("Nucleus barriers", barriers, "eV")
show("Critical radii", radii, "nm")
show("Switching times tau", np.exp(Ea / fields) * tau0, "ns")
show("Doses t/tau", dose)
show("Switched fractions", F)
show("Fractions, random grains", simulated)
show("Switched polarization", two_Pr * F, "uC/cm2")
show("Fractions, linear rate", linear_sim, "", 3)
show("Sensitivity to ln t", slope_t)
show("Sensitivity to ln E", slope_E)
show("Ratio Ea/E", Ea / fields)
show("1.5 V duration to match 3 V pulse", needed / 1000, "us")
show("Duration ratio needed", needed / times[0])
show("Duration ratio by product rule", volts[0] / volts[2])
show("Fraction, 3 V 100 ns", fraction(fields[0], times[0] / 2))
show("Fraction, 1.5 V 200 ns", fraction(fields[2], times[0]))
show("Fraction, 1.5 V 800 ns", fraction(fields[2], 2 * times[2]))
show("Fraction, 3 V 400 ns", fraction(fields[0], times[2]))
show("Fractions, durations x1000", fraction(fields, 1000 * times))
show("Field of largest dose", best.x, "MV/cm")
show("Tied fields at equal product", [tie_low, tie_high], "MV/cm")
show("Spread of Ea, std deviation", spread, "MV/cm")
show("Fractions with spread", F_spread)
show("Active mean Ea with spread", mean_active, "MV/cm")
show("Sensitivity to ln t with spread", spread_slope)
show("Capacitor side", side * 1e6, "um")
show("Film relative permittivity", eps_film)
show("Series resistance", resistance, "ohm")
show("RC time", RC, "ns", 3)
show("Largest drops after 10 RC", drops * 1000, "mV", 3)
show("Fractions with circuit", F_circuit)
show("Interface thickness", d_i, "nm")
show("Interface relative permittivity", eps_i)
show("Interface field shift at start", film_field(0, -Pr), "MV/cm", 3)
show("Fractions with interface", F_layer)
show("Room and hot temperature", [T_room, T_hot], "K")
show("Ea when hot", Ea_hot, "MV/cm")
show("Fractions when hot", F_hot)
show("Reversible dielectric charge",
     const.epsilon_0 * eps_film * fields * MV_CM * TO_UC, "uC/cm2", 3)
show("Tunnel barrier", barrier_eV, "eV")
show("Tunnel mass / electron mass", mass_ratio)
show("Tunnel charge in 3 V pulse", tunnel_charge, "uC/cm2", 2)
show("Rough breakdown field", breakdown, "MV/cm", 1)
print("no test failed")
```

It prints:

```
Lists: pulses in the order 3 V, 2 V, 1.5 V
Film thickness: 10 nm
Remanent polarization Pr: 20 uC/cm2
Activation field Ea: 15 MV/cm
Time prefactor tau0: 1 ns
Common product: 600 V ns
Durations: 200 300 400 ns
Fields: 3 2 1.5 MV/cm
Nucleus step height: 0.5 nm
Nucleus wall energy: 39.78 mJ/m2
Nucleus barriers: 0.1293 0.1939 0.2585 eV
Critical radii: 0.3315 0.4972 0.6629 nm
Switching times tau: 148.4 1808 2.203e+04 ns
Doses t/tau: 1.348 0.1659 0.01816
Switched fractions: 0.7401 0.1529 0.018
Fractions, random grains: 0.7397 0.1532 0.01821
Switched polarization: 29.61 6.116 0.7198 uC/cm2
Fractions, linear rate: 0.74 0.739 0.741
Sensitivity to ln t: 0.4731 0.9193 0.9909
Sensitivity to ln E: 2.366 6.895 9.909
Ratio Ea/E: 5 7.5 10
1.5 V duration to match 3 V pulse: 29.68 us
Duration ratio needed: 148.4
Duration ratio by product rule: 2
Fraction, 3 V 100 ns: 0.4902
Fraction, 1.5 V 200 ns: 0.009039
Fraction, 1.5 V 800 ns: 0.03567
Fraction, 3 V 400 ns: 0.9325
Fractions, durations x1000: 1 1 1
Field of largest dose: 15 MV/cm
Tied fields at equal product: 10 23.97 MV/cm
Spread of Ea, std deviation: 2 MV/cm
Fractions with spread: 0.7157 0.207 0.03985
Active mean Ea with spread: 15.44 13.84 12.75 MV/cm
Sensitivity to ln t with spread: 0.3987 0.7763 0.9135
Capacitor side: 10 um
Film relative permittivity: 30
Series resistance: 100 ohm
RC time: 0.266 ns
Largest drops after 10 RC: 25.6 2.25 0.237 mV
Fractions with circuit: 0.7305 0.1515 0.01794
Interface thickness: 0.5 nm
Interface relative permittivity: 30
Interface field shift at start: 0.376 MV/cm
Fractions with interface: 0.7443 0.312 0.1063
Room and hot temperature: 300 358 K
Ea when hot: 12.57 MV/cm
Fractions when hot: 0.9517 0.4284 0.08769
Reversible dielectric charge: 7.97 5.31 3.98 uC/cm2
Tunnel barrier: 2 eV
Tunnel mass / electron mass: 0.2
Tunnel charge in 3 V pulse: 3.7e-06 uC/cm2
Rough breakdown field: 4 MV/cm
no test failed
```
